# Effusion pressure in a Knudsen cell with a finite evaporation coefficient

## Result

A Knudsen cell holds a condensed sample and loses vapour through a small orifice. The pressure inferred from the loss, $P$, is in general lower than the equilibrium vapour pressure $P_{\rm eq}$. The open cell is not in equilibrium: the sample must evaporate faster than it recondenses in order to feed the orifice, and this usually leaves the vapour at the orifice depleted. If the vapour strikes the sample and the orifice at the same rate per unit area, then

$$
P=\frac{P_{\rm eq}}{1+\dfrac{Wa}{\alpha A}} .\qquad (1)
$$

Here $A$ is the area of the sample, taken as smooth, $\alpha$ its evaporation coefficient, $a$ the area of the orifice and $W$ the transmission probability of the orifice channel. The condition of equal impingement is not the same as the absence of flow resistance inside the cell. A very shallow cell with a finely perforated lid has no such resistance, yet it obeys a different law, derived below.

The algebra is in atomic units with $k_B$ kept explicit, so the formulas have the same form in any consistent system of units.

## Assumptions and definitions

1. The cell is at one temperature $T$ and in a steady state. The vapour has one species of mass $m$, molecules do not collide with each other, and there is vacuum outside.
2. A molecule striking the sample condenses with probability $\alpha$, independent of its speed, its angle and the pressure. Otherwise it is re-emitted diffusely, that is, with the cosine law. Evaporation follows the same law.
3. The other walls re-emit every molecule diffusely and absorb none.
4. A molecule entering the orifice channel escapes with probability $W$ and otherwise returns to the cell. Returned molecules are treated as diffuse. A hole in a lid of zero thickness has $W=1$.

Let $J$ be the mean impingement rate per unit area on the orifice, and $J_s$ that on the sample. The number of molecules escaping per unit time is $N=WaJ$. The measured pressure is defined by

$$
P=\frac{N}{Wa}\sqrt{2\pi m k_BT}. \qquad (2)
$$

## Lemma 1: impingement rate at equilibrium

**Statement.** An ideal gas at pressure $p$ strikes a wall at the rate $p/\sqrt{2\pi mk_BT}$ per unit area.

**Proof.** Let $n$ be the number density and $v$ the velocity component towards the wall. In unit time, molecules with component $v>0$ reach unit area from a layer of thickness $v$. The Maxwell distribution of this component gives

$$
J=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/2k_BT}\,dv .
$$

With $q=mv^2/2k_BT$ we have $v\,dv=(k_BT/m)\,dq$, so the integral is $(k_BT/m)\int_0^\infty e^{-q}dq=k_BT/m$. Therefore

$$
J=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}},
$$

where $n=p/k_BT$ was used. $\square$

By (2), $P$ is thus the pressure of an equilibrium gas that would strike the orifice at the actual rate $J$. The vapour in the open cell need not itself be an equilibrium gas. With $J_{\rm eq}=P_{\rm eq}/\sqrt{2\pi mk_BT}$, the common square root cancels and

$$
\frac{P}{P_{\rm eq}}=\frac{J}{J_{\rm eq}} . \qquad (3)
$$

## Lemma 2: evaporation rate

**Statement.** The sample evaporates $\alpha J_{\rm eq}$ molecules per unit area and time.

**Proof.** Close the orifice and wait for equilibrium. The sample is then struck at the rate $J_{\rm eq}$ and condenses $\alpha J_{\rm eq}$. Equilibrium requires evaporation to equal condensation, so it has the same value. When the orifice is opened, the temperature is unchanged by assumption 1. The surface is also assumed to keep its state, so that evaporation does not depend on the arriving vapour. The rate then stays at $\alpha J_{\rm eq}$. $\square$

This last assumption fails if evaporation cools the surface or if a lower vapour supply changes its structure or coverage.

## Theorem: the balance

**Statement.** Under assumptions 1 to 4,

$$
\frac{P_{\rm eq}}{P}=\frac{J_s}{J}+\frac{Wa}{\alpha A}. \qquad (4)
$$

Equation (1) therefore holds if and only if $J_s=J$.

**Proof.** The sample evaporates $\alpha AJ_{\rm eq}$ molecules per unit time and recondenses $\alpha AJ_s$. In a steady state the amount of vapour in the cell is constant, and the walls absorb nothing. The net loss of the sample must therefore leave through the orifice:

$$
\alpha AJ_{\rm eq}-\alpha AJ_s=WaJ .
$$

Dividing by $\alpha AJ$ gives $J_{\rm eq}/J=J_s/J+Wa/(\alpha A)$, and (3) turns the left side into $P_{\rm eq}/P$. If $J_s=J$, the first term on the right is one and inversion gives (1). Conversely, (1) requires that term to be one. $\square$

### Two limits

In the well-mixed case, $J=J_{\rm eq}\,\alpha A/(\alpha A+Wa)$. The escape rate is

$$
N=WaJ=J_{\rm eq}\frac{\alpha A\,Wa}{\alpha A+Wa},
\qquad
\frac1N=\frac1{J_{\rm eq}}\left(\frac1{\alpha A}+\frac1{Wa}\right).
$$

Evaporation and effusion act as two resistances in series. For $Wa\ll\alpha A$, $P$ approaches $P_{\rm eq}$ and $N$ approaches $WaJ_{\rm eq}$: the orifice sets the delivery rate, and the loss measures the vapour pressure. For $Wa\gg\alpha A$, $N$ approaches $\alpha AJ_{\rm eq}$: the surface sets the rate, and a wider orifice hardly increases it. At $Wa=\alpha A$ the measured pressure is half the equilibrium value.

## Lemma 3: a cell that is well mixed

**Statement.** If sample, walls and orifice are patches of one sphere and all emission is diffuse, the impingement rate is the same everywhere on the sphere.

**Proof.** Let two points on a sphere of radius $R$ be a distance $r$ apart. The chord and the two radii form an isosceles triangle, so the chord makes the same angle $\theta$ with both inward normals, and $\cos\theta=r/2R$. For diffuse emission, the fraction leaving one point that lands on unit area at the other is

$$
\frac{\cos\theta\cos\theta}{\pi r^2}=\frac{(r/2R)^2}{\pi r^2}=\frac1{4\pi R^2}.
$$

This does not depend on the two positions. The impingement rate at any point is the total emission of the surface divided by $4\pi R^2$, and hence uniform. $\square$

Equation (1) thus holds in this cell even for a large opening, provided $a$ is the area of the missing spherical cap. The flat hole itself is smaller: if the cap covers a fraction $f$ of the sphere, the hole has $1-f$ times the area of the cap. With $W=1$ nothing returns from the opening. With $W<1$ the result holds only if the returned molecules are re-emitted diffusely from the cap itself, so that part of them strikes the cap again. A channel returns them from the flat hole instead, and all of them land on the rest of the sphere. If they spread evenly over it, the sample receives an extra $(1-W)fJ/(1-f)$ per unit area, and by (4) $P_{\rm eq}/P$ exceeds (1) by $(1-W)f/(1-f)$, which is negligible only for a small opening or $W$ near one.

Ray tracing tested this with the sample covering 0.20 of the sphere, the orifice 0.05, $\alpha=0.30$ and $W=0.80$. Equation (1) gives $P_{\rm eq}/P=1+0.80\times0.05/(0.30\times0.20)=1.667$; tracing gave 1.675. The traced ratio $J_s/J$ was 1.006. Both deviations are within about two standard errors of the tracing. These runs return molecules from the cap. With return from the flat hole the extra term raises the expected value to 1.677. For $f=0.3$, $W=0.5$, $\alpha=0.5$ and the same sample it raises 2.500 to 2.714, and tracing with a flat hole gives 2.71.

## Proposition: a cell body of finite length

Consider a cylinder whose base is the sample and whose lid, also of area $A$, has many fine holes spread evenly over it, with total open area $a$. Let $W_A$ be the probability that a molecule emitted diffusely and uniformly from one end reaches the other end before returning to the first. By symmetry it is the same in both directions.

**Statement.** If the emission from each end is uniform over that end,

$$
\frac{P_{\rm eq}}P=1+\frac{Wa}{A}\left(\frac1\alpha+c\right),
\qquad c=\frac1{W_A}-2 . \qquad (5)
$$

This is the Whitman–Motzfeldt relation.

**Proof.** Let $U$ be the rate per unit area leaving the sample upwards, and $D$ the rate leaving the lid downwards. The lid is struck by molecules transmitted from the sample and by its own molecules coming back, and likewise for the sample:

$$
J=W_AU+(1-W_A)D,\qquad J_s=W_AD+(1-W_A)U .
$$

Let $j=N/A=(Wa/A)J$ be the escape rate per unit area of lid. The lid sends back what does not escape, so $D=J-j$. Subtracting $D$ from the first relation gives

$$
j=J-D=W_A(U-D)\quad\Rightarrow\quad U=D+\frac{j}{W_A}=J-j+\frac{j}{W_A}.
$$

The second relation gives $U-J_s=W_A(U-D)=j$, so $J_s=U-j$. Inserting $U$,

$$
J_s=J+j\left(\frac1{W_A}-2\right)=J+cj .
$$

Dividing by $J$ gives $J_s/J=1+c\,Wa/A$, and (4) then gives (5). $\square$

The constant $c$ measures the departure from equal impingement. In a long cell $W_A$ is small and $c$ is positive: the vapour is denser at the sample than at the lid. At $W_A=1/2$ it vanishes and (1) is recovered. For a shallow cell whose holes are still much finer than its height, $W_A\to1$ and $c\to-1$:

$$
\frac{P_{\rm eq}}P\to1+\frac{Wa}{A}\left(\frac1\alpha-1\right).
$$

The sample is then struck only by what the lid sends back, $J_s=J-j$, whereas the lid receives the full upward stream. For $\alpha=1$ the correction disappears, since the upward stream is $J_{\rm eq}$ whatever comes back. Equation (1) would still predict a correction $Wa/A$. When $\alpha\ll1$ and $c$ is of order one, $1/\alpha$ dominates the bracket and the distinction matters little.

The uniform-emission assumption was tested by solving the diffuse exchange between finite rings of the cylinder, with $Wa/A=0.02$ and $\alpha=0.5$. The values of $c$ were:

| height/diameter | $W_A$ | ring solution | $1/W_A-2$ |
|---|---|---|---|
| 0.25 | 0.801 | −0.740 | −0.752 |
| 1.00 | 0.514 | −0.046 | −0.055 |
| 3.00 | 0.276 | 1.635 | 1.627 |

At a height/diameter ratio of 0.005 the ring solution gave $c=-0.995$, close to the shallow limit. A finer mesh raises both values of $c$ at height/diameter 3 by 0.003 to 0.004, turns $W_A=0.276$ into 0.275, and changes the other entries by less than 0.001. A cylinder about as tall as it is wide thus nearly meets the condition of equal impingement on sample and lid when its lid is finely perforated. The vapour is still not uniform: the side wall is struck more often near the sample than near the lid.

## A single central orifice

One hole in the middle of the lid breaks the uniformity assumed in (5). We keep the form of (5) but define $c$ by the numerical value of $P_{\rm eq}/P$. For a hole one sixth as wide as the cell, with $W=0.801$ and $\alpha=0.5$, the ring solution gave $c=-0.636$, $-0.202$ and $1.500$ at height/diameter ratios 0.25, 1 and 3. The values differ from those of the perforated lid by 0.10 to 0.16. Unlike the perforated case, $c$ is not monotonic in the height: it is $-0.67$ at ratio 0.5, lower than at 0.25, and rises again to $-0.37$ at 0.2 and $+0.28$ at 0.15. Its minimum thus lies between ratios 0.25 and 1, and below it $c$ grows as the cell becomes shallower. When the height is much smaller than the hole, the sample beneath the hole receives almost nothing back. For a thin lid with $W=1$, $P$ then approaches $\alpha P_{\rm eq}$, and for a small hole with $\alpha<1$ this means a large positive $c$. The calculation gives these shifts without separating their causes. A finer mesh raises the value at ratio 3 by about 0.004.

These values also take $W$ as independent of the direction of arrival. In the open cell the molecules reaching the orifice are not exactly diffuse: slightly more of them come from the sample, along the axis, and these pass the channel more easily. The molecules sent back by the channel are not exactly diffuse either. At ratio 1, with the channel modelled explicitly, the two effects together lower $c$ by about 0.08 for this hole. The shift grows with the length of the channel relative to its width: in the same lid it is about 0.15 for a hole half as wide and 0.05 for one 1.5 times as wide. The idealised values of $c$ are therefore good to about 0.1 for a real cell.

The ring solution was itself tested against ray tracing for height 1.5, orifice radius 0.6 (both in units of the cell radius), $\alpha=0.4$ and $W=1$. The fraction of evaporated molecules that escape was 0.5105 by ray tracing and 0.5113 by the ring solution. Equation (1) would give $0.36/(0.40+0.36)=0.474$, so for this wide orifice the departure from perfect mixing is visible.

## Corollary: several orifices

Inverting (1) gives

$$
\frac1P=\frac1{P_{\rm eq}}+\frac{1}{\alpha AP_{\rm eq}}\,Wa. \qquad (6)
$$

Runs with different orifices, at fixed temperature and sample, give a straight line in $Wa$. The intercept is $1/P_{\rm eq}$, and intercept divided by $A$ times slope is $\alpha$. In a real cell, (5) replaces $1/\alpha$ by $1/\alpha+c$. The intercept is unchanged, but the line yields an apparent coefficient

$$
\frac1{\alpha_{\rm app}}=\frac1\alpha+c . \qquad (7)
$$

This holds to the extent that $c$ is the same for all the orifices.

**Absorbing walls.** Suppose a wall of area $S_w$ captures molecules with probability $s$ per impact and does not release them. In a well-mixed cell it removes $sS_wJ$ per unit time, so the balance becomes $\alpha AJ_{\rm eq}=(\alpha A+Wa+sS_w)J$, or

$$
\frac{P_{\rm eq}}P=1+\frac{Wa+sS_w}{\alpha A}. \qquad (8)
$$

Extrapolation to $Wa=0$ leaves the term $sS_w/(\alpha A)$, so the intercept no longer gives $P_{\rm eq}$. For the sphere above, with $s=0.05$ on the remaining 0.75 of its surface, (8) gives 2.292 and ray tracing gave 2.281.

## Worked example: silicon at 1600 K

Take solid silicon, treated as a monatomic vapour, with a rough equilibrium pressure of $5.00\times10^{-5}$ Torr and an assumed $\alpha=0.5$. The cell is 12 mm wide and 12 mm high, and the sample covers its base, so $A=\pi(6\ \mathrm{mm})^2=113.1\ \mathrm{mm^2}$. The lid is 0.5 mm thick. A central orifice 2 mm wide has $W=0.8013$, hence

$$
Wa=0.8013\times\pi(1\ \mathrm{mm})^2=2.517\ \mathrm{mm^2},\qquad
\frac{Wa}{\alpha A}=\frac{2.517}{0.5\times113.1}=0.0445 .
$$

Equation (1) gives $P=5.00\times10^{-5}/1.0445=4.787\times10^{-5}$ Torr. The ring solution gives $4.808\times10^{-5}$ Torr, which is 0.4 % higher. Small as this is for the pressure, the simple correction of 0.0445 exceeds the ring value of 0.0400 by about 11 % of the latter.

The equilibrium impingement rate is $8.286\times10^{15}\ \mathrm{cm^{-2}\,s^{-1}}$. The delivery rate is this value times $P/P_{\rm eq}=0.9615$ and $Wa=0.02517\ \mathrm{cm^2}$, which is $2.01\times10^{14}$ atoms per second, or 33.7 micrograms per hour. The digits serve to follow the arithmetic; as predictions these rates are only as good as the rough pressure put in.

For orifices 1, 2 and 3 mm wide, the ring solution gives pressures of 4.959, 4.808 and 4.560 in units of $10^{-5}$ Torr. A straight line through $1/P$ against $Wa$ returns $P_{\rm eq}=5.000\times10^{-5}$ Torr, but $\alpha_{\rm app}=0.554$ instead of 0.5. With $c=-0.202$ from the 2 mm orifice, (7) corrects this to $1/\alpha=1/0.554+0.202=2.007$, or $\alpha=0.498$. The pressures and $c$ come from the same model here, so this shows that (7) is consistent, not how accurate it is for a real cell. With the channels modelled explicitly, $c$ differs between the orifices ($-0.36$, $-0.28$, $-0.25$), the pressures become 4.962, 4.816 and 4.571, and the line returns $P_{\rm eq}=5.004\times10^{-5}$ Torr and $\alpha_{\rm app}=0.567$.

The geometry matters most when $\alpha$ is near one. For $\alpha=1$ and the 2 mm orifice, (1) gives $P_{\rm eq}/P=1.0223$ and the ring solution 1.0177. Reading the latter with (1) would give $\alpha_{\rm app}=0.0223/0.0177=1.26$, which is impossible for a probability. The directional effects described above, which lower $c$ further, would raise this value to about 1.4. For $\alpha=0.05$ the two values are 1.445 and 1.441: the geometry is then minor, but the measured pressure is about 31 % below equilibrium.

## What the model leaves out

For this silicon cell, the neglected effects have the following sizes.

**Temperature.** With a rough sublimation energy $H=4.6$ eV, $P_{\rm eq}$ varies as $e^{-H/k_BT}$, and an error of 5 K changes it by 11 %. This exceeds the whole correction for the 2 mm orifice. An error common to all runs multiplies every $P$ by nearly the same factor, which cancels from the ratio that gives $\alpha_{\rm app}$ but shifts the intercept. An error that varies between runs can hide the slope, since the pressure for the 3 mm orifice is only 8 % below that for the 1 mm orifice.

**Wall sticking.** A sticking probability of 0.001 on the side wall lowers $P$ by 0.73 %. The estimate from (8) is similar: $S_w=\pi\times12\times12=452\ \mathrm{mm^2}$, and $0.452/(56.5+2.5)=0.8$ %.

**Dimers.** By Lemma 1, the mass flux of a species is proportional to its pressure times the square root of its mass. If dimers supply an assumed 1 % of the total pressure, a mass-loss measurement read as monatomic gives $0.99+0.01\sqrt2=1.004$ times that total.

**Collisions.** For a rough collision diameter $d=4$ angstrom, the mean free path $k_BT/(\sqrt2\,\pi d^2P_{\rm eq})$ is 4.7 m, far longer than the cell.

**Evaporative cooling.** The net evaporation carries away heat $jH$ per unit area. If radiation alone replaces it, the surface cools by $\Delta T=jH/(4\epsilon\sigma T^3)$, where $\sigma$ is the Stefan–Boltzmann constant and $\epsilon=0.6$ a rough emissivity. This is 0.002 K and lowers $P_{\rm eq}$ by about 0.005 %.

**Radiation through the orifice.** The orifice also lets out radiation, so the sample receives less than it emits. Let $F$ be the fraction of the sample's diffuse emission that reaches the orifice; for the 2 mm orifice $F=0.0055$, with the lid thickness neglected. If the walls are black at temperature $T$, the surroundings are cold and radiation alone heats the sample surface, its temperature $T_s$ obeys $T_s^4=(1-F)T^4$. It is then cooler by about $FT/4=2.2$ K, which lowers the pressure by about 4.5 %, as much as the correction for the 2 mm orifice itself. The cooling grows with the orifice area and so imitates a small evaporation coefficient: the three orifices above would give $\alpha_{\rm app}\approx0.25$ instead of 0.55. Heat conducted from the crucible reduces the effect, and so, slightly, does radiation from the hot wall of the orifice channel. This is therefore an estimate for poor thermal contact and a thin lid.

At 1600 K silicon is still solid, somewhat below its melting point. The value $\alpha=0.5$ is a choice for illustration; for $\alpha=1$ the correction here is about 2 %. For the pressure measured with the 2 mm orifice, an error of 5 K in the temperature is the largest of the effects estimated above, at about 11 %. For $\alpha_{\rm app}$ the radiation loss can matter more, since with poor thermal contact it can halve the value. Hot silicon also reacts with many crucible materials, and with oxides it forms volatile SiO, which adds a species that the model omits and whose effect is not estimated here.

As a design condition, a relative correction below $\delta$ requires $(Wa/A)(1/\alpha+c)<\delta$, for an isothermal, collision-free cell with non-absorbing walls. A small orifice meets it for any fixed $\alpha>0$, but the mass loss to be weighed falls in proportion. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
Temperature: 1600 K;  k_B T: 0.1379 eV
Silicon atomic mass: 28.085 u
Equilibrium pressure (rough input): 5.00e-05 Torr
Evaporation coefficient (assumed): 0.50
Cell diameter, height: 12, 12 mm
Lid thickness: 0.5 mm;  sample area: 113.10 mm2
Equilibrium impingement rate: 8.286e+15 cm^-2 s^-1
Impingement, quadrature/formula: 1.00000000
Sphere inputs A/S, a/S, alpha, W: 0.2, 0.05, 0.3, 0.8
Sphere P_eq/P, traced and law: 1.675, 1.667
Sphere impingement, sample/orifice: 1.006
Sphere wall sticking probability: 0.05
  P_eq/P, traced and law: 2.281, 2.292
Cylinder test: height/radius 1.5, orifice/radius 0.6, alpha 0.4
  escape fraction, traced, solved: 0.5105, 0.5113
Tube test: length/radius 0.5
  transmission, traced, solved: 0.8014, 0.8013
Perforated lid, W a/A = 0.02, alpha = 0.5:
  height/diameter 0.25: W_A 0.8013, c solved -0.740, 1/W_A-2 -0.752
  height/diameter 1.00: W_A 0.5143, c solved -0.046, 1/W_A-2 -0.055
  height/diameter 3.00: W_A 0.2757, c solved 1.635, 1/W_A-2 1.627
  height/diameter 0.005: c solved -0.995
Silicon cell, single central orifice:
  width 1 mm: W 0.6720, W a 0.528 mm2, Wa/(alpha A) 0.0093
    P simple 4.9538e-05, P cylinder 4.9585e-05 Torr
  width 2 mm: W 0.8013, W a 2.517 mm2, Wa/(alpha A) 0.0445
    P simple 4.7869e-05, P cylinder 4.8076e-05 Torr
  width 3 mm: W 0.8576, W a 6.062 mm2, Wa/(alpha A) 0.1072
    P simple 4.5159e-05, P cylinder 4.5595e-05 Torr
Extrapolated equilibrium pressure: 5.0004e-05 Torr
Apparent alpha from slope: 0.554
Central 2 mm orifice, c against height/diameter:
  0.25: c = -0.636
  1.00: c = -0.202
  3.00: c = 1.500
P_eq/P for the 2 mm orifice, simple and cylinder:
  alpha 1.00: 1.0223, 1.0177
  alpha 0.50: 1.0445, 1.0400
  alpha 0.05: 1.4452, 1.4407
Mass loss, 2 mm orifice: 33.67 microgram/h
Collision diameter (rough): 4.0 angstrom;  mean free path: 4.66 m
Sublimation energy (rough): 4.6 eV; emissivity (rough): 0.6
Evaporative cooling: 2.34e-03 K; P_eq lowered by 4.9e-03 %
Temperature error 5 K changes P_eq by 11.0 %
Dimer pressure share 1 % changes P by 0.41 %
Side-wall sticking 0.001 changes P by -0.73 %
```
